# Ideality factor of Shockley-Read-Hall recombination in a forward-biased junction

**Q:** The ideal diode law has a current proportional to \(\exp(qV/kT)\). Some diodes are fitted with \(\exp(qV/mkT)\), with \(m\) between one and two. Why should a trap in the middle of the gap change an exponent?

**A:** Start with what the trap does. Let a fraction \(f\) of the traps hold an electron, and let \(\tau\) be the capture lifetime, the same for electrons and holes. Per unit volume and time, electrons are captured by empty traps at the rate \(n(1-f)/\tau\) and emitted at \(n_1f/\tau\). Holes are captured at \(pf/\tau\) and emitted at \(p_1(1-f)/\tau\). Detailed balance fixes \(n_1\) and \(p_1\): if the trap level has no degeneracy factor, they are the carrier densities when the Fermi level lies at that level, so \(n_1p_1=n_i^2\). In a steady state the two net capture rates are equal:

\[
n(1-f)-n_1f=pf-p_1(1-f)\;\Rightarrow\; f=\frac{n+p_1}{n+n_1+p+p_1}.
\]

Putting \(f\) into the net electron capture rate gives

\[
U=\frac{n(p+n_1)-n_1(n+p_1)}{\tau(n+n_1+p+p_1)}=\frac{np-n_i^2}{\tau(n+p+2n_i)},
\]

where the last form uses \(n_1=p_1=n_i\). That is what "midgap" means here: the trap sits at the intrinsic level. This is the Shockley-Read-Hall rate.

**Q:** The numerator contains \(np\), which grows as the full exponential. I see no factor of two.

**A:** The denominator grows as well. Write \(V_T=kT/q\), \(v=V/V_T\) and \(a=e^{v/2}\). For nondegenerate carriers \(n=n_ie^{(\psi-\phi_n)/V_T}\) and \(p=n_ie^{(\phi_p-\psi)/V_T}\), where \(\psi\) is the potential and \(\phi_n,\phi_p\) are the quasi-Fermi potentials. I assume that both are flat across the depletion region, so that \(\phi_p-\phi_n=V\) there. Then

\[
np=n_i^2e^{v}=n_i^2a^2
\]

at every point of that region. The numerator of \(U\) is constant, and \(U\) is largest where \(n+p\) is smallest. Since \((\sqrt n-\sqrt p)^2\ge0\), we have \(n+p\ge2\sqrt{np}=2n_ia\), with equality at \(n=p=n_ia\). Hence

\[
U_{\max}=\frac{n_i^2(a^2-1)}{2\tau n_i(a+1)}=\frac{n_i}{2\tau}(a-1),
\]

because \(a^2-1=(a-1)(a+1)\). For \(a\gg1\) this grows as \(e^{qV/2kT}\). Doubling the product \(np\) multiplies the carriers waiting at the best point by only \(\sqrt2\), and there the rate is limited by how fast the trap captures them.

**Q:** Put numbers on it.

**A:** Take rough values for a silicon diode whose lifetime has been shortened for fast switching: \(n_i=10^{10}\) cm⁻³, \(\tau=10\) ns, doping \(N=10^{16}\) cm⁻³ on each side, 300 K. At \(V=0.25\) V, \(V_T=25.852\) mV gives \(v=9.670\) and \(a=125.87\). The peak lies where \(n=p=1.259\times10^{12}\) cm⁻³, and

\[
U_{\max}=\frac{10^{10}\times124.87}{2\times10^{-8}}=6.243\times10^{19}\ \text{cm}^{-3}\,\text{s}^{-1}.
\]

**Q:** So the current is \(qWU_{\max}\), with \(W\) the depletion width, and we are done.

**A:** That is an upper estimate of the recombination inside \(W\), since it gives every point the peak rate. Each recombination event joins an electron from the n side to a hole from the p side and passes one charge \(q\) round the circuit, so the current is \(J=q\int U\,dx\), and the profile matters. Measure \(\psi\) from the point where \(n=p\) and put \(u=\psi/V_T\). Then \(n=n_iae^{u}\), \(p=n_iae^{-u}\), and

\[
U=\frac{n_i(a^2-1)}{2\tau(1+a\cosh u)} .
\]

The rate is half its peak when \(1+a\cosh u=2(1+a)\), so \(\cosh u=2+1/a\) and \(u\approx\pm1.32\). The active layer is a few \(V_T\) wide in potential, while the junction drops many \(V_T\).

**Q:** Then you need the field there. Does the usual depletion approximation suffice?

**A:** Nearly, but a correction of order \(V_T\) costs little. Take an abrupt symmetric junction with the n side at \(x>0\). By symmetry \(n=p\) at \(x=0\). On the n side Poisson's equation reads

\[
\psi''=-\frac q\varepsilon\left[N-2n_ia\sinh(\psi/V_T)\right].
\]

Multiply by \(\psi'\) and integrate from the junction, where \(\psi=0\) and \(\psi'=E_0\) (the magnitude of the field), to the neutral region, where \(\psi'=0\) and \(\psi=\psi_n\):

\[
\frac{E_0^2}{2}=\frac q\varepsilon\left[N\psi_n-2n_iaV_T\left(\cosh\frac{\psi_n}{V_T}-1\right)\right].
\]

Neutrality requires \(2n_ia\sinh(\psi_n/V_T)=N\). As \(\psi_n\gg V_T\), the hyperbolic cosine nearly equals the sine, and the subtracted term is \(NV_T\) up to a relative error of about \(2n_ia/N\), or \(3\times10^{-4}\) here. The same condition gives \(\psi_n=V_T\ln(N/n_i)-V/2=(V_{bi}-V)/2\), with \(V_{bi}=2V_T\ln(N/n_i)\). So

\[
E_0=\sqrt{\frac{qN\phi}{\varepsilon}},\qquad \phi=V_{bi}-V-2V_T .
\]

I define \(W\) as the width of a sharp-edged charge layer with this same peak field: \(E_0=qNW/(2\varepsilon)\), so \(W=2\varepsilon E_0/(qN)=2\phi/E_0\). With relative permittivity 11.7, \(\phi=0.7143-0.25-0.0517=0.4126\) V, \(E_0=25.26\) kV/cm and \(W=327\) nm.

**Q:** The field is not constant over 327 nm.

**A:** Take it constant over the thin active layer first, and correct afterwards. With \(dx=V_T\,du/E_0\), and limits extended to infinity because the rate decays as \(e^{-|u|}\), we need

\[
I=\int_{-\infty}^{\infty}\frac{du}{1+a\cosh u}.
\]

Put \(t=\tanh(u/2)\), for which \(\cosh u=(1+t^2)/(1-t^2)\) and \(du=2\,dt/(1-t^2)\):

\[
I=\int_{-1}^{1}\frac{2\,dt}{(a+1)+(a-1)t^2}
=\frac{4}{\sqrt{a^2-1}}\arctan\sqrt{\frac{a-1}{a+1}} .
\]

Let \(a=1/\cos\theta\). Then \((a-1)/(a+1)=(1-\cos\theta)/(1+\cos\theta)=\tan^2(\theta/2)\), the arctangent is \(\theta/2\), and \(I=2\theta/\sqrt{a^2-1}\). Therefore

\[
J_0=q\,\frac{n_i(a^2-1)}{2\tau}\,\frac{V_T}{E_0}\,I
=\frac{qn_iV_T}{\tau E_0}\sqrt{a^2-1}\;\theta,\qquad \theta=\arccos\frac1a .
\]

For \(a\gg1\), \(\theta\to\pi/2\) and

\[
J_0\to qU_{\max}\,\frac{\pi V_T}{E_0}.
\]

The effective width is \(\pi V_T/E_0=32\) nm, about a tenth of \(W\). The full expression gives \(J_0=3.225\times10^{-5}\) A/cm².

**Q:** And the correction for the falling field?

**A:** Stop the first integral at \(\psi\) instead of \(\psi_n\), and drop the carrier term, which is small near the junction. This gives \(E^2=E_0^2-2qN|\psi|/\varepsilon=E_0^2(1-2|\psi|/\phi)\), the absolute value covering both sides. Hence

\[
dx=\frac{d\psi}{E}\approx\frac{d\psi}{E_0}\left(1+\frac{|\psi|}{\phi}\right).
\]

For \(a\gg1\) the weight is \(1/\cosh u\), whose integral is \(\pi\). The extra term needs

\[
\int_0^\infty\frac{u\,du}{\cosh u}=2\sum_{k=0}^\infty(-1)^k\!\int_0^\infty\! u\,e^{-(2k+1)u}du=2\sum_{k=0}^\infty\frac{(-1)^k}{(2k+1)^2}=2G,
\]

where \(G\approx0.916\) is Catalan's constant. Both sides together contribute \(4G\,V_T/\phi\), so to first order in \(V_T/\phi\)

\[
J_{rec}=J_0\left(1+c\,\frac{V_T}{\phi}\right),\qquad c=\frac{4G}{\pi}=1.166 .
\]

The factor is 1.073 and \(J_{rec}=3.46\times10^{-5}\) A/cm². Direct integration of \(U\) through the same falling field, without expanding, gives \(3.54\times10^{-5}\), so the expansion is 2% low.

**Q:** You assumed flat quasi-Fermi levels at the start. A current must flow, so they cannot be flat.

**A:** They slope, but little. The electron level has gradient \(J_n/(q\mu_nn)\). With \(\mu_n=1000\) cm²/Vs and the density at the junction, \(q\mu_nn\approx2.0\times10^{-4}\) S/cm. Even the whole current would give a gradient below 0.2 V/cm, or some 6 µV over 327 nm, against \(V_T\) of 26 mV. The slope grows towards the p side, where electrons are scarce, so this estimate does not cover the edge.

A drift-diffusion solution does. It solves Poisson's equation and both continuity equations on a grid, with the same trap rate and a hole mobility of 400 cm²/Vs, and assumes neither flat levels nor a sharp depletion edge. The width \(W\) enters only afterwards, as the boundary within which recombination is counted as depletion current. The product \(np\) departs from \(n_i^2e^v\) by \(3\times10^{-5}\) at the junction and by at most 0.7% inside \(W\). The junction field is 25.23 kV/cm, against 25.26 from the formula. The depletion-region current is \(3.54\times10^{-5}\) A/cm². Halving the number of grid intervals shifts the total current by 0.005%. The estimate \(qWU_{\max}=3.27\times10^{-4}\) A/cm² is too large by a factor of 9.2.

**Q:** A wrong prefactor need not spoil the exponent. Is the ideality factor two or not?

**A:** Define it locally:

\[
\frac1m=V_T\frac{d\ln J}{dV}=\frac{d\ln J}{dv}.
\]

Four factors of \(J_{rec}\) depend on bias. First, \(da/dv=a/2\) gives \(d\ln\sqrt{a^2-1}/dv=a^2/[2(a^2-1)]\). Next, \(\cos\theta=e^{-v/2}\) gives \(d\theta/dv=e^{-v/2}/(2\sin\theta)=1/(2\sqrt{a^2-1})\). Finally \(d\phi/dV=-1\), so \(1/E_0\propto\phi^{-1/2}\) contributes \(V_T/(2\phi)\), and the curvature factor contributes a term of second order in \(V_T/\phi\). Altogether

\[
\frac1m=\frac{a^2}{2(a^2-1)}+\frac{1}{2\theta\sqrt{a^2-1}}+\frac{V_T}{2\phi}+\frac{c\,(V_T/\phi)^2}{1+cV_T/\phi}.
\]

For \(a\gg1\) and \(\phi\gg V_T\) the leading terms are

\[
\frac1m\approx\frac12+\frac{V_T}{2\phi}.
\]

At 0.25 V this is \(0.5+0.0313\), so \(m=1.88\). All four terms give 1.86, and the drift-diffusion solution gives 1.85 for the depletion region. Forward bias weakens the field, which widens the active layer, so the current grows slightly faster than \(e^{v/2}\) and \(m\) stays below two.

The full-width estimate errs the other way. Its logarithmic derivative is \(a/[2(a-1)]-V_T/(2\phi)=0.504-0.031\), because \(W\propto\sqrt\phi\) shrinks with bias, and it yields \(m=2.12\). Both lie near two, on opposite sides.

**Q:** What happens at very small bias? Your large-\(a\) limit must fail.

**A:** It does. For \(v\ll1\), \(a\approx1+v/2\), so \(\sqrt{a^2-1}\approx\sqrt v\). Also \(1-\cos\theta\approx v/2\) gives \(\theta\approx\sqrt v\). Their product is \(v\), and

\[
J_0\approx\frac{qn_iV}{\tau E_0}.
\]

The junction is ohmic, and the local \(m=J/(V_T\,dJ/dV)\) reduces to \(V/V_T\), which tends to zero. An ideality factor has its usual meaning only several \(V_T\) above zero bias.

**Q:** An ammeter does not know which electrons recombined in the depletion region. What about the ordinary diffusion current?

**A:** It must be added. In the neutral p side at low injection \(p\approx N\) dominates the denominator, so \(U\approx\delta n/\tau\), where \(\delta n\) is the excess electron density. The steady state \(D_n\,\delta n''=\delta n/\tau\) has the solution \(\delta n=\delta n_0\,e^{-y/L_n}\) at distance \(y\) from the edge, with \(L_n=\sqrt{D_n\tau}\), if the region is much longer than \(L_n\). The edge value is \(\delta n_0=(n_i^2/N)(e^v-1)\), and the current is \(qD_n\delta n_0/L_n=q\,\delta n_0\sqrt{D_n/\tau}\). Holes on the n side add likewise:

\[
J_{diff}=\frac{qn_i^2}{N}\left(\sqrt{\frac{D_n}{\tau}}+\sqrt{\frac{D_p}{\tau}}\right)(e^v-1).
\]

With \(D=\mu V_T\) the bracket is \(8.30\times10^4\) cm/s, and at 0.25 V \(J_{diff}=2.11\times10^{-6}\) A/cm², 6% of \(J_{rec}\). For a sum of currents, \(1/m\) is the average of the separate \(1/m\) weighted by current, so diffusion, with \(m=1\), pulls the total down. In the table the currents come from the formulas, in A/cm², and the idealities from the drift-diffusion solution. The depletion value depends a little on where the region is taken to end: moving the boundary by 20% of \(W/2\) changes \(m\) by about 0.002 at 0.25 V, but by 0.03 to 0.04 at 0.50 V. At 0.50 V the value also depends on the neutral regions, here 40 µm long on each side. Their resistance, about \(8.7\times10^{-3}\) Ω cm², absorbs 1.3% of each change in applied voltage. Measured against the junction voltage alone, as with flat quasi-Fermi levels, the depletion \(m\) is 1.69 instead of 1.71.

| V (V) | \(J_{rec}\) | \(J_{diff}\) | \(m\), depletion | \(m\), total |
|---|---|---|---|---|
| 0.10 | 1.44e-6 | 6.23e-9 | 1.70 | 1.70 |
| 0.20 | 1.22e-5 | 3.04e-7 | 1.85 | 1.81 |
| 0.30 | 9.83e-5 | 1.46e-5 | 1.83 | 1.66 |
| 0.40 | 8.24e-4 | 6.97e-4 | 1.77 | 1.32 |
| 0.50 | 7.70e-3 | 3.34e-2 | 1.71 | 1.10 |

The sum of the two formulas was tested against the drift-diffusion total at these biases and at 0.25 V. It is low by at most about 3%.

**Q:** So the total never reaches two, and it has a maximum.

**A:** Up to 0.5 V, yes. Of the tabulated values 1.81 at 0.20 V is the largest; the maximum itself, 1.82, lies near 0.18 V. Below it, the finite-\(a\) terms reduce \(m\); above it, diffusion takes over, and the shrinking \(\phi\) lowers even the depletion part. The two currents are equal at 0.41 V. At still higher bias \(m\) rises again for a reason unrelated to traps: part of the applied voltage drops across the neutral regions. If these are about 40 µm long on each side, the drift-diffusion solution takes the total \(m\) past two between 0.63 and 0.67 V.

The crossover depends on lifetime. For \(a\gg1\), equating \(J_{diff}\) with the leading form of \(J_{rec}\) gives

\[
a_\times=\frac{\pi V_TN}{2E_0n_i\sqrt\tau\,(\sqrt{D_n}+\sqrt{D_p})},\qquad V_\times=2V_T\ln a_\times .
\]

At fixed \(E_0\), a tenfold longer lifetime lowers \(V_\times\) by \(V_T\ln10\approx60\) mV. The field is in fact higher at the lower bias, which makes the shift in this diode 65 to 70 mV. In a diode with long-lived carriers the window can therefore close before the exponent comes near two.

**Q:** How much rests on the trap being exactly at midgap, with equal lifetimes?

**A:** Unequal lifetimes do little to the exponent of the depletion current unless their ratio is very large. The carrier part of the denominator becomes \(\tau_pn+\tau_np\), whose minimum at fixed \(np\) is \(2\sqrt{\tau_n\tau_p}\,n_ia\). The peak moves to \(\tau_pn=\tau_np\), but for large \(a\) it still grows as \(e^{v/2}\). Making the hole lifetime a hundred times longer lowers the depletion \(m\) at 0.25 V only from 1.85 to 1.78. The total \(m\) falls much further, from 1.76 to 1.48, because the depletion current drops about tenfold while the electron diffusion current stays the same.

The trap energy matters more. Shift the level by \(sV_T\) in volts, so that \(n_1=n_ie^s\) and \(p_1=n_ie^{-s}\). The peak becomes

\[
U_{\max}=\frac{n_i(a^2-1)}{2\tau(a+\cosh s)} .
\]

For a shift of 0.1 eV, \(\cosh s\approx24\), the peak falls to 0.85 of its midgap value, and the ideality factor of the peak rate at 0.25 V falls from 1.98 to 1.72. For 0.3 eV, \(\cosh s\) far exceeds \(a\), the denominator hardly changes with bias, and the peak rate has \(m=1.00\) at 0.25 V. The carriers are then re-emitted before the opposite carrier arrives. For the peak rate the factor of two returns only when \(a\gg\cosh s\), which needs \(V\) well above twice the shift in volts. The total current of this diode does not follow it there, because diffusion takes over: for a shift of 0.1 eV its \(m\) is 1.63 at 0.25 V and 1.48 at 0.35 V.

**Q:** Does any of this describe a diode I could buy?

**A:** The regime does, with reservations. Lifetimes of order 10 ns belong to silicon deliberately given deep traps, which need not lie at midgap. Equal doping of \(10^{16}\) cm⁻³ is less typical: power rectifiers have one much more lightly doped side. In a strongly one-sided junction the \(n=p\) point lies within the light side, and the first integral taken from there gives the same \(E_0\), with \(N\) now the light doping. For \(10^{14}\) cm⁻³, \(\phi\) drops by \(2V_T\ln100=0.238\) V to 0.175 V, and the field falls to \(\sqrt{0.01\times0.175/0.4126}\approx0.065\) of its former value. At the same bias and lifetime \(J_{rec}\) rises about fifteenfold, and \(1/2+V_T/(2\phi)\) gives \(m\approx1.74\) for the depletion part alone. Diffusion into the light side, which varies inversely with its doping, grows too: if that side is much longer than a diffusion length, it adds some 15 to 25% of \(J_{rec}\) and brings the total \(m\) down to between 1.5 and 1.6. All these figures assume far fewer charged traps than dopants. A lifetime of 10 ns can need more than \(10^{14}\) traps per cm³, and if these bind electrons and become negative, they remove most of the free electrons from a light n side. The estimates then fail.

**Q:** And what have you left out of the physics itself?

**A:** One candidate is tunnelling into the trap. A carrier can reach it from an energy below the local band edge, which adds to the density there. But the wave nature of the carriers also lowers the density above the edge, and the two changes nearly cancel. In a uniform field \(E_0\), with Boltzmann statistics and a single effective mass \(m^*\), the local density exceeds its classical value by the factor

\[
\exp\left[\frac{(\hbar qE_0)^2}{24\,m^*(kT)^3}\right].
\]

Sort the carriers by their energy of motion along the field. For \(m^*=0.25\) electron masses the gain below the edge is then about 18% of the classical density, the loss above it about 17%, and the net gain 0.5%. For masses between 0.16 and 0.98 the net gain is 0.1 to 0.7%. So if capture simply follows the local density, tunnelling hardly matters at this field. The 36% in the numerical output is a rough semiclassical estimate of the gain alone, without the loss, and is about twice the 18% above. An integral of this kind is the field-enhancement factor of the Hurkx trap-assisted tunnelling model used in device simulation, which would raise the rate by some 40% here. The near cancellation above holds only under the stated assumption about capture. A capture rate that depends on the carrier's energy would need a separate calculation.

Another omission is the charge on the traps, since Poisson's equation above contains only dopants and carriers. The lifetime is \(\tau=1/(\sigma v_{th}N_t)\), with capture cross-section \(\sigma\), thermal speed \(v_{th}\) and trap density \(N_t\). For \(\sigma=10^{-15}\) cm² and \(v_{th}=2\times10^7\) cm/s, 10 ns needs \(N_t=5\times10^{15}\) cm⁻³, half the doping. If such traps are negative when filled and neutral when empty, the \(n=p\) point at 0.25 V moves about 30 nm into the n side. The field falls by about 15% at the doping step and by about 30% at the \(n=p\) point, where it sets the width of the active layer, and the depletion current rises by about 35%, while its \(m\) changes by less than 0.01. The currents given here therefore need a trap density well below the doping; the exponent is less sensitive.

Temperature is a matter of use: 10 K of warming at fixed bias roughly doubles \(J_{rec}\), mainly through \(n_i\). Three further assumptions are safe here: nondegenerate carriers, low injection and no avalanche. The doping is \(4\times10^{-4}\) of a rough band density of states, the injected minority density is \(2\times10^{-8}\) of the doping, and the field is 6% of a rough breakdown field of 400 kV/cm. The numerical output lists these values with the rest.

## Table of computed values

```
INPUTS (rough, silicon fast-diode regime)
temperature 300 K, VT = 25.852 mV
doping each side 1.0e+16 cm^-3, ni 1.0e+10 cm^-3
lifetime 10 ns, relative permittivity 11.7
mobilities n, p: 1000, 400 cm2/Vs; gap 1.12 eV
EXAMPLE at V = 0.25 V
V/VT = 9.670, a = exp(V/2VT) = 125.87
n = p at the peak: 1.259e+12 cm^-3
peak rate U_max = 6.2433e+19 cm^-3 s^-1
built-in voltage Vbi = 0.7143 V
reduced barrier phi = 0.4126 V
junction field: formula 25.26 kV/cm
junction field: drift-diffusion 25.23 kV/cm
depletion width W = 326.7 nm
pi VT/E0 = 32.15 nm
effective width J_rec/(q U_max) = 34.60 nm
curvature coefficient 4G/pi = 1.1662
curvature factor = 1.0731
J constant field = 3.2252e-05 A/cm2
J_rec with curvature = 3.4609e-05 A/cm2
J depletion-profile quadrature = 3.5388e-05 A/cm2
J depletion, drift-diffusion = 3.5366e-05 A/cm2
J box estimate q W U_max = 3.2677e-04 A/cm2
box / drift-diffusion = 9.24
ideality, 1/m = 1/2 + VT/(2 phi): 1.882
ideality, depletion part, drift-diffusion: 1.847
ideality, box estimate: 2.116
ideality, peak rate alone: 1.984
np/(ni^2 e^v) departure, centre: 3.2e-05
np/(ni^2 e^v) departure, largest in W: 7.0e-03
total-current shift on halving mesh: 0.005 %
BIAS TABLE: J in A/cm2; DD = drift-diffusion
V (V)  J_rec      J_diff     J_total DD  m_depl  m_total
0.10   1.444e-06  6.231e-09  1.468e-06   1.700   1.695
0.20   1.223e-05  3.044e-07  1.274e-05   1.850   1.813
0.25   3.461e-05  2.107e-06  3.749e-05   1.847   1.763
0.30   9.832e-05  1.457e-05  1.159e-04   1.829   1.655
0.40   8.240e-04  6.974e-04  1.570e-03   1.766   1.316
0.50   7.704e-03  3.338e-02  4.127e-02   1.711   1.101
crossover J_rec = J_diff at 0.410 V
NEGLECTED EFFECTS at the example bias
trap 0.1 eV off midgap: peak rate times 0.847
trap 0.3 eV off midgap: peak-rate ideality 1.001
10 K warmer, same V: J_rec times 1.92
trap-assisted tunnelling (mass 0.25 m0): rate +36 %
degeneracy: doping/band states (2.8e+19) = 3.6e-04
injection: minority/doping at edge = 1.6e-08
field/rough breakdown field (400 kV/cm) = 0.063
```
